# Mean-Square Height of a Film of Random Overlapping Hemispheres: a numerical check

```python
"""Mean-square height of a film of random overlapping hemispheres.

Result under test:  <h^2> = r^2 - C/(pi n),  C = 1 - exp(-pi n r^2)
  r : common hemisphere radius (nm)
  n : areal density of centres, a homogeneous Poisson pattern (nm^-2)
  h : height of the upper envelope, zero on bare substrate (nm)
  C : expected covered area fraction
Averages run over the whole substrate. Simulated films are built from the
hemispheres themselves, in a periodic square box.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial import cKDTree
from scipy.special import dawsn

rng = np.random.default_rng(20241)

# Example parameters: rough regime of Mo islands on an oxide
density_cm2 = 1.0e12
n = density_cm2 * 1e-14          # 1 cm^2 = 1e14 nm^2
gain_per_cycle = 0.1             # nm
cycles = 60
r = gain_per_cycle * cycles
box = 100.0                      # nm
grid_points = 32
grid = (np.arange(grid_points) + 0.5) * box / grid_points


def coverage(radius, dens=n):
    return 1 - np.exp(-np.pi * dens * radius**2)


def mean_square(radius, dens=n):
    return radius**2 - coverage(radius, dens) / (np.pi * dens)


def mean_height(radius, dens=n):
    k = np.sqrt(np.pi * dens)
    return radius - dawsn(k * radius) / k


def roughness(radius, dens=n):
    return np.sqrt(mean_square(radius, dens) - mean_height(radius, dens)**2)


def moment_by_distance(radius, power):
    """Average of h^power from the density of the nearest-centre distance."""
    def integrand(t):
        height = np.sqrt(max(radius**2 - t**2, 0.0))
        return height**power * 2*np.pi*n*t*np.exp(-np.pi*n*t*t)
    return quad(integrand, 0, radius, epsabs=1e-12, epsrel=1e-11, limit=200)[0]


def periodic(separation):
    separation = np.abs(separation)
    return np.minimum(separation, box - separation)


def envelope(centres, radii):
    """Highest hemisphere surface above each grid point."""
    dx2 = periodic(grid[:, None] - centres[:, 0])**2
    dy2 = periodic(grid[:, None] - centres[:, 1])**2
    squared = radii**2 - dx2[:, None, :] - dy2[None, :, :]
    return np.sqrt(np.maximum(squared.max(axis=-1), 0))


def random_centres():
    return rng.uniform(0, box, (rng.poisson(n * box**2), 2))


def agrees(samples, predicted):
    """Mean of independent samples against a prediction, 4.5 standard errors."""
    samples = np.asarray(samples)
    error = samples.std(ddof=1) / np.sqrt(len(samples))
    assert error < 0.02 * abs(predicted), (error, predicted)
    assert abs(samples.mean() - predicted) < 4.5 * error, (
        samples.mean(), predicted, error)
    return samples.mean(), error


# The nearest centre alone fixes the envelope when all radii are equal
centres = random_centres()
highest = np.zeros((grid_points, grid_points))
for cx, cy in centres:
    d2 = periodic(grid - cx)[:, None]**2 + periodic(grid - cy)[None, :]**2
    highest = np.maximum(highest, np.sqrt(np.maximum(r**2 - d2, 0)))
points = np.stack(np.meshgrid(grid, grid, indexing="ij"), axis=-1)
nearest = cKDTree(centres, boxsize=box).query(points.reshape(-1, 2))[0]
from_nearest = np.sqrt(np.maximum(r**2 - nearest**2, 0))
assert np.allclose(highest.ravel(), from_nearest, atol=1e-6)

# Moments by quadrature over the nearest-centre distance
for radius in (1.0, 3.0, r, 10.0, 20.0):
    assert abs(moment_by_distance(radius, 2) - mean_square(radius)) < 1e-7
    assert abs(moment_by_distance(radius, 1) - mean_height(radius)) < 1e-7

# Sparse and closed limits, and the growth law
x_small = np.pi * n * 1.0**2
sparse_ratio = moment_by_distance(1.0, 2) / (np.pi * n * 1.0**4 / 2)
assert abs(sparse_ratio - (1 - x_small / 3)) < x_small**2 / 10
closed_limit = 20.0**2 - 1 / (np.pi * n)
assert abs(moment_by_distance(20.0, 2) - closed_limit) < 1e-3
step = 1e-3
slope = (moment_by_distance(r + step, 2)
         - moment_by_distance(r - step, 2)) / (2 * step)
assert abs(slope - 2 * r * coverage(r)) < 1e-4

# Radius of greatest roughness, checked on a scan of quadrature moments
peak = minimize_scalar(lambda q: -roughness(q), bounds=(1, 30),
                       method="bounded", options={"xatol": 1e-7}).x
scan = np.arange(1.0, 30.01, 0.25)
scan_rough = np.array([np.sqrt(moment_by_distance(q, 2)
                               - moment_by_distance(q, 1)**2) for q in scan])
assert abs(scan[scan_rough.argmax()] - peak) <= 0.25
assert scan_rough.max() <= roughness(peak) + 1e-7

# Simulated random films at three stages of growth
layer = 0.315 / np.sqrt(2)       # (110) spacing from rough Mo lattice constant
stages = (3.0, r, 10.0)
records = {radius: [] for radius in stages}
layered_samples = []
test_level = 0.5 * r
for _ in range(1200):
    centres = random_centres()
    for radius in stages:
        h = envelope(centres, radius)
        records[radius].append(
            [np.mean(h > 0), np.mean(h**2), np.mean(h), np.mean(h <= test_level)])
        if radius == r:
            layered_samples.append(np.mean((np.floor(h / layer) * layer)**2))
for radius in stages:
    data = np.array(records[radius])
    agrees(data[:, 0], coverage(radius))
    result = agrees(data[:, 1], mean_square(radius))
    agrees(data[:, 2], mean_height(radius))
    if radius == r:
        sim_mean, sim_error = result
        scan_scatter = data[:, 1].std(ddof=1)
        agrees(data[:, 3], np.exp(-np.pi * n * (r**2 - test_level**2)))

# Whole atomic layers: height rounded down to a multiple of the spacing
k = np.arange(1, int(r / layer) + 1)
layered = np.sum(layer**2 * (2*k - 1)
                 * (1 - np.exp(-np.pi * n * (r**2 - (k*layer)**2))))
agrees(layered_samples, layered)

# Nucleation spread in time: radii uniform between r - spread and r
spread_cycles = 20
spread = spread_cycles * gain_per_cycle


def mean_gap(z):
    low = max(z, r - spread)
    return ((r**3 - low**3) / 3 - z**2 * (r - low)) / spread


progressive = quad(lambda z: 2*z*(1 - np.exp(-np.pi*n*mean_gap(z))),
                   0, r, points=[r - spread])[0]
visible_fraction = quad(
    lambda s: np.exp(-np.pi * n * s**3 / (3 * spread)), 0, spread)[0] / spread
progressive_samples, visible_excess = [], []
for _ in range(500):
    centres = random_centres()
    radii = rng.uniform(r - spread, r, len(centres))
    h = envelope(centres, radii)
    progressive_samples.append(np.mean(h**2))
    separation = np.sqrt(np.sum(
        periodic(centres[:, None, :] - centres[None, :, :])**2, axis=-1))
    lead = radii[None, :] - radii[:, None]
    buried = np.any((lead > 0) & (separation <= lead), axis=1)
    # nuclei born under an older island never reach the surface
    assert np.allclose(h, envelope(centres[~buried], radii[~buried]), atol=1e-6)
    visible_excess.append(np.sum(~buried) - visible_fraction * len(centres))
agrees(progressive_samples, progressive)
visible_excess = np.array(visible_excess)
assert abs(visible_excess.mean()) < 4.5 * visible_excess.std(ddof=1) / np.sqrt(500)

# Mutual exclusion of nuclei at the same mean density
exclusion = 4.0
excluded = []
for _ in range(400):
    target = rng.poisson(n * box**2)
    placed = np.empty((target, 2))
    count = 0
    while count < target:
        trial = rng.uniform(0, box, 2)
        gap2 = np.sum(periodic(placed[:count] - trial)**2, axis=1)
        if count == 0 or gap2.min() > exclusion**2:
            placed[count] = trial
            count += 1
    h = envelope(placed, r)
    excluded.append([np.mean(h > 0), np.mean(h**2)])
excluded = np.array(excluded)
excl_cover, excl_square = excluded.mean(axis=0)
excl_error = excluded[:, 1].std(ddof=1) / np.sqrt(len(excluded))
excl_formula = r**2 - excl_cover / (np.pi * n)
assert excl_square - mean_square(r) > 4.5 * excl_error
assert excl_formula < mean_square(r)   # measured C moves it the wrong way

# Square lattice before contact: the random-film relation must fail
lattice_r = 4.0
pitch = 1 / np.sqrt(n)
cell = ((np.arange(1000) + 0.5) / 1000 - 0.5) * pitch
cell_square = np.maximum(lattice_r**2 - cell[:, None]**2 - cell[None, :]**2, 0)
lattice_square = cell_square.mean()
lattice_cover = np.mean(cell_square > 0)
lattice_formula = lattice_r**2 - lattice_cover / (np.pi * n)
assert abs(lattice_square - np.pi * n * lattice_r**4 / 2) < 1e-3
assert abs(lattice_formula) < 0.02     # pixel error of the covered area
assert lattice_square > 1.0

# Remaining neglected effects
start_radius = 0.3
start_shift = mean_square(r + start_radius) - mean_square(r)
vertical_ratio = 1.1
vertical_shift = (vertical_ratio**2 - 1) * mean_square(r)
merged_r = brentq(lambda q: mean_height(q, n/2) - mean_height(r), r, 3*r)
merged_shift = mean_square(merged_r, n/2) - mean_square(r)

print(f"nucleus density: {density_cm2:.1e} cm^-2 = {n:.4f} nm^-2")
print(f"radius gain per cycle: {gain_per_cycle:.2f} nm; cycles: {cycles}")
print(f"hemisphere radius r: {r:.2f} nm")
print(f"pi n r^2: {np.pi*n*r**2:.4f}")
print(f"1/(pi n): {1/(np.pi*n):.3f} nm^2")
print(f"covered fraction C: {coverage(r):.4f}")
print(f"C/(pi n): {coverage(r)/(np.pi*n):.3f} nm^2")
print(f"mean-square height, formula: {mean_square(r):.3f} nm^2")
print(f"mean-square height, simulated: {sim_mean:.3f} nm^2")
print(f"standard error of simulated value: {sim_error:.3f} nm^2")
print(f"root-mean-square height: {np.sqrt(mean_square(r)):.3f} nm")
print(f"mean-square height on covered area: {mean_square(r)/coverage(r):.3f} nm^2")
print(f"mean height: {mean_height(r):.3f} nm")
print(f"roughness: {roughness(r):.3f} nm")
print(f"growth slope 2 r C: {2*r*coverage(r):.3f} nm; by difference: {slope:.3f} nm")
for q in (3.0, 10.0):
    print(f"r = {q:.0f} nm: C = {coverage(q):.4f}, <h^2> = {mean_square(q):.3f} nm^2")
    print(f"r = {q:.0f} nm: <h> = {mean_height(q):.3f} nm, "
          f"roughness = {roughness(q):.3f} nm")
print(f"radius of greatest roughness: {peak:.2f} nm")
print(f"greatest roughness: {roughness(peak):.3f} nm; C there: {coverage(peak):.4f}")
print(f"sparse check, r = 1 nm: <h^2>/(pi n r^4/2) = {sparse_ratio:.5f}")
print(f"square lattice: pitch {pitch:.1f} nm, r {lattice_r:.1f} nm")
print(f"lattice covered fraction: {lattice_cover:.4f}")
print(f"lattice true <h^2>: {lattice_square:.3f} nm^2")
print(f"lattice r^2 - C/(pi n): {abs(lattice_formula):.2f} nm^2 (magnitude)")
print("Shifts of <h^2> from neglected effects:")
print(f"nucleation over {spread_cycles} cycles: {progressive-mean_square(r):+.2f} nm^2")
print(f"  fraction of nuclei born on bare substrate: {visible_fraction:.4f}")
print(f"exclusion within {exclusion:.1f} nm: {excl_square-mean_square(r):+.2f} nm^2")
print(f"  standard error of that shift: {excl_error:.2f} nm^2")
print(f"  C with exclusion: {excl_cover:.3f}; true <h^2>: {excl_square:.2f} nm^2")
print(f"  r^2 - C/(pi n) with that C: {excl_formula:.2f} nm^2")
print(f"starting radius {start_radius:.1f} nm: {start_shift:+.2f} nm^2")
print(f"layers of {layer:.3f} nm, rounded down: {layered-mean_square(r):+.2f} nm^2")
print(f"vertical/lateral growth {vertical_ratio:.1f}: {vertical_shift:+.2f} nm^2")
print(f"pair merging, fixed volume: {merged_shift:+.2f} nm^2")
print(f"  radius after merging: {merged_r:.2f} nm; C: {coverage(merged_r, n/2):.3f}")
print(f"scatter between {box:.0f} nm square scans: {scan_scatter:.2f} nm^2")
print("all tests passed")
```

Printed output:

```
nucleus density: 1.0e+12 cm^-2 = 0.0100 nm^-2
radius gain per cycle: 0.10 nm; cycles: 60
hemisphere radius r: 6.00 nm
pi n r^2: 1.1310
1/(pi n): 31.831 nm^2
covered fraction C: 0.6773
C/(pi n): 21.559 nm^2
mean-square height, formula: 14.441 nm^2
mean-square height, simulated: 14.443 nm^2
standard error of simulated value: 0.032 nm^2
root-mean-square height: 3.800 nm
mean-square height on covered area: 21.323 nm^2
mean height: 3.001 nm
roughness: 2.331 nm
growth slope 2 r C: 8.127 nm; by difference: 8.127 nm
r = 3 nm: C = 0.2463, <h^2> = 1.160 nm^2
r = 3 nm: <h> = 0.506 nm, roughness = 0.951 nm
r = 10 nm: C = 0.9568, <h^2> = 69.545 nm^2
r = 10 nm: <h> = 8.005 nm, roughness = 2.339 nm
radius of greatest roughness: 7.85 nm
greatest roughness: 2.590 nm; C there: 0.8555
sparse check, r = 1 nm: <h^2>/(pi n r^4/2) = 0.98961
square lattice: pitch 10.0 nm, r 4.0 nm
lattice covered fraction: 0.5027
lattice true <h^2>: 4.021 nm^2
lattice r^2 - C/(pi n): 0.00 nm^2 (magnitude)
Shifts of <h^2> from neglected effects:
nucleation over 20 cycles: -6.08 nm^2
  fraction of nuclei born on bare substrate: 0.9897
exclusion within 4.0 nm: +1.73 nm^2
  standard error of that shift: 0.06 nm^2
  C with exclusion: 0.751; true <h^2>: 16.17 nm^2
  r^2 - C/(pi n) with that C: 12.11 nm^2
starting radius 0.3 nm: +2.57 nm^2
layers of 0.223 nm, rounded down: -0.67 nm^2
vertical/lateral growth 1.1: +3.03 nm^2
pair merging, fixed volume: +2.90 nm^2
  radius after merging: 7.32 nm; C: 0.569
scatter between 100 nm square scans: 1.11 nm^2
all tests passed
```
